# Lorentz diffusivity of hard spheres and the first Chapman–Enskog approximation

A trace of light molecules diffuses through a vapour of much heavier ones. The light molecules have mass \(m\), temperature \(T\) and number density \(n_1\). The heavy ones are treated as fixed, randomly placed spheres of density \(n\), with \(n_1\ll n\). A collision occurs when the centres are a distance \(a\) apart, and it is classical and elastic. The vapour is dilute, \(na^3\ll1\), so successive collisions are uncorrelated. Light–light collisions are left out until part (f).

Write \(s=\sqrt{kT/m}\). The diffusivity \(D\) is defined by the flux \(\mathbf J=-D\nabla n_1\) at uniform temperature, to first order in the gradient. Angle brackets denote averages over the Maxwell distribution \(f_0(v)\), normalized to one. With \(x=v^2/2s^2\), the distribution of \(x\) is \(x^{1/2}e^{-x}/\Gamma(3/2)\), so

\[
\langle v^p\rangle=(2s^2)^{p/2}\,\frac{\Gamma\!\left(\frac{3+p}{2}\right)}{\Gamma\!\left(\frac32\right)},
\]
\[
\langle v\rangle=\sqrt{\tfrac8\pi}\,s,\qquad \langle v^2\rangle=3s^2,\qquad \langle v^3\rangle=8\sqrt{\tfrac2\pi}\,s^3 .
\]

## (a) How does a fixed hard sphere scatter?

**Find the differential cross section and the transport cross section.**

Let \(b\) be the impact parameter and \(\alpha\) the angle between the incoming line and the surface normal at contact. Then \(b=a\sin\alpha\). Specular reflection turns the velocity through \(\chi=\pi-2\alpha\), so \(b=a\cos(\chi/2)\) and

\[
\frac{d\sigma}{d\Omega}=\frac{b}{\sin\chi}\left|\frac{db}{d\chi}\right|
=\frac{a\cos(\chi/2)\,\frac a2\sin(\chi/2)}{2\sin(\chi/2)\cos(\chi/2)}=\frac{a^2}{4}.
\]

The scattering is isotropic, with total cross section \(4\pi a^2/4=\pi a^2\). The transport cross section weights each deflection by the fraction of forward momentum lost:

\[
\sigma_{\rm tr}=\int(1-\cos\chi)\frac{d\sigma}{d\Omega}d\Omega=\pi a^2,
\]

because \(\cos\chi\) averages to zero. The mean free path is \(l=1/(n\pi a^2)\) at every speed.

## (b) What is the exact diffusivity of this model?

**Solve the linear Boltzmann equation to first order in \(\nabla n_1\).**

A molecule of speed \(v\) collides at the rate \(v/l\). It keeps its speed and takes a random direction. Hence

\[
\frac{\partial f}{\partial t}+\mathbf v\cdot\nabla f=\frac vl\left(\bar f-f\right),
\]

where the bar is an average over directions at fixed speed. Put \(f=f_0(v)\,[\,n_1-\boldsymbol\phi(\mathbf v)\cdot\nabla n_1]\). The isotropic part \(f_0n_1\) makes the right side vanish. In a slowly varying profile \(\partial f/\partial t\) is of second order in gradients, so the first-order terms give

\[
\mathcal L\boldsymbol\phi\equiv\frac vl\left(\boldsymbol\phi-\bar{\boldsymbol\phi}\right)=\mathbf v .
\]

By isotropy \(\boldsymbol\phi\) is a function of speed times \(\mathbf v\), so \(\bar{\boldsymbol\phi}=0\) and

\[
\boldsymbol\phi=l\,\frac{\mathbf v}{v}.
\]

This vector is the mean displacement a molecule still makes along its present direction: one free path, whatever its speed. The flux is

\[
\mathbf J=\int\mathbf v f\,d^3v=-\langle\mathbf v\,(\boldsymbol\phi\cdot\nabla n_1)\rangle=-\tfrac13\langle\mathbf v\cdot\boldsymbol\phi\rangle\nabla n_1,
\]

and therefore

\[
\boxed{D=\frac{l\langle v\rangle}{3}=\frac{1}{3n\pi a^2}\sqrt{\frac{8kT}{\pi m}}=0.5319\,ls.}
\]

"Exact" refers to this linear Boltzmann equation. Perfectly fixed spheres cannot restore a Maxwell distribution of speeds, so a little recoil must do so. A sphere of mass \(M\) struck by a molecule of momentum \(p\) receives a mean square momentum \(2p^2\), since the outgoing direction is random. It thus takes a fraction \(2m/M\) of the molecule's energy. "Effectively fixed" means that \(m/M\) is small, while the profile changes little over some \(M/2m\) collisions.

A simulation tests the formula. It followed 200,000 molecules, with Maxwellian speeds and explicit specular reflections, to times \(10\,l/s\) and \(20\,l/s\). The growth of the mean square displacement, divided by six times the elapsed time, gave \(0.5328\,ls\) with a standard error of \(0.0018\,ls\).

## (c) What does the first Chapman–Enskog approximation give?

**Restrict \(\boldsymbol\phi\) to a constant times \(\mathbf v\), and fix the constant by projection on \(\mathbf v\).**

The Chapman–Enskog method expands \(\boldsymbol\phi\) in \(\mathbf v\) times polynomials in \(v^2\). The first approximation keeps \(\boldsymbol\phi=c\,\mathbf v\), which describes a Maxwell distribution displaced by a small drift velocity. Since \(\mathcal L\mathbf v=(v/l)\mathbf v\), the projected equation is

\[
\langle\mathbf v\cdot\mathcal L(c\mathbf v)\rangle=\langle v^2\rangle
\quad\Rightarrow\quad
c=\frac{l\langle v^2\rangle}{\langle v^3\rangle},
\qquad
D_1=\frac{c\langle v^2\rangle}{3}=\frac{l\langle v^2\rangle^2}{3\langle v^3\rangle}.
\]

With the moments inserted,

\[
D_1=\frac{9s^4\,l}{24\sqrt{2/\pi}\,s^3}=\frac38\sqrt{\frac\pi2}\,ls=\frac{3}{8na^2}\sqrt{\frac{kT}{2\pi m}}=0.4700\,ls .
\]

The same projection works for a trace species at finite \(M\). Let \(\mathbf g\) be the relative velocity, \(\mathbf G\) the centre-of-mass velocity and \(\mu=mM/(m+M)\). Then \(\mathbf v=\mathbf G+(\mu/m)\mathbf g\). A collision randomizes the direction of \(\mathbf g\), so \(\mathbf v\) changes on average by \(-(\mu/m)\mathbf g\). In equilibrium \(\mathbf G\) and \(\mathbf g\) are independent, so \(\langle v^3\rangle\) is replaced by

\[
\left\langle g\,\mathbf v\cdot\frac\mu m\mathbf g\right\rangle=\frac{\mu^2}{m^2}\langle g^3\rangle
=\frac{\mu^2}{m^2}\,8\sqrt{\frac2\pi}\left(\frac{kT}{\mu}\right)^{3/2}.
\]

The powers of mass combine to replace \(m\) by \(\mu\) in the final formula for \(D_1\). This is the first approximation for a trace species at any mass ratio, and \(M\to\infty\) recovers the result above.

## (d) By what factor do the two differ, and why?

**Form \(D/D_1\), and show that its excess over one does not depend on the values of \(n\), \(a\), \(m\) or \(T\).**

From (b) and (c),

\[
\boxed{\frac{D}{D_1}=\frac{\langle v\rangle\langle v^3\rangle}{\langle v^2\rangle^2}
=\frac{\sqrt{8/\pi}\;8\sqrt{2/\pi}}{9}=\frac{32}{9\pi}=1.1318.}
\]

The Cauchy–Schwarz inequality gives \(\langle v^2\rangle^2=\langle v^{1/2}v^{3/2}\rangle^2\le\langle v\rangle\langle v^3\rangle\). Equality would need a single speed, so for a Maxwell gas the exact value is larger.

The cause is the shape of \(\boldsymbol\phi\). The exact persistence length is \(l\) at all speeds, while the trial form makes it \(cv\), with \(c=D_1/s^2=0.470\,l/s\). The trial value is too small below \(v=s/0.470=2.13\,s\) and too large above. Fast molecules collide most often, so they weigh heavily in the momentum loss that fixes \(c\). The simulated diffusivity in (b) lies about 35 standard errors above \(D_1\).

## (e) Do the higher approximations close the gap?

**Find the \(N\)th approximation, in which \(\boldsymbol\phi\) is \(\mathbf v\) times a polynomial of degree below \(N\) in \(x\).**

Write \(\boldsymbol\phi_N=\mathbf v\,(l/\sqrt2s)\,P(x)\). Projection on \(\mathbf v\,q(x)\), for every polynomial \(q\) of degree below \(N\), requires

\[
\left\langle v^2q\left(\frac{v}{\sqrt2\,s}P-1\right)\right\rangle=0 .
\]

Since \(v=\sqrt2\,s\,x^{1/2}\), this becomes

\[
\int_0^\infty x^2e^{-x}\,q\,\left(P-x^{-1/2}\right)dx=0 .
\]

So \(P\) is the orthogonal projection of \(x^{-1/2}\) onto polynomials, with weight \(x^2e^{-x}\). The orthogonal polynomials are the Laguerre polynomials \(L_k^{(2)}\), with squared norm \((k+2)!/k!\). The overlaps follow from the generating function \(\sum_kt^kL_k^{(2)}(x)=(1-t)^{-3}e^{-xt/(1-t)}\):

\[
\sum_kt^k\!\int_0^\infty\! x^{3/2}e^{-x}L_k^{(2)}dx
=\frac{\Gamma(\frac52)(1-t)^{5/2}}{(1-t)^3}
=\Gamma(\tfrac52)\sum_k\frac{(\frac12)_k}{k!}t^k ,
\]

where \((z)_k=z(z+1)\cdots(z+k-1)\). The diffusivity \(D_N=\langle\mathbf v\cdot\boldsymbol\phi_N\rangle/3\) is proportional to \(\int x^{3/2}e^{-x}P\,dx\), which is the sum of squared overlaps divided by squared norms. Dividing by the \(k=0\) term, \(\Gamma(\frac52)^2/2\), gives

\[
\frac{D_N}{D_1}=\sum_{k=0}^{N-1}\frac{2\left[(\frac12)_k\right]^2}{k!\,(k+2)!}=1+\frac1{12}+\frac{3}{128}+\cdots
\]

Every term is positive, so the approximations rise. As \((k+2)!=2\,(3)_k\), the full series is a hypergeometric function at unit argument, and Gauss's theorem sums it:

\[
{}_2F_1\!\left(\tfrac12,\tfrac12;3;1\right)=\frac{\Gamma(3)\Gamma(2)}{\Gamma(\frac52)^2}=\frac{2}{9\pi/16}=\frac{32}{9\pi}.
\]

The expansion converges to the exact result of (b). For large \(k\), \((\frac12)_k/k!\approx1/\sqrt{\pi k}\), so the terms fall as \(2/(\pi k^3)\) and the remainder as \(1/(\pi N^2)\). The slowness comes from \(x^{-1/2}\), which no polynomial reproduces near \(x=0\).

As a test, the two-body collision integrals were evaluated directly at \(M/m=10^{10}\). They gave \(D_N/D_1=1.0833\), \(1.1068\), \(1.1289\) and \(1.1310\) for \(N=2,3,10,20\), in agreement with the series. The second approximation removes 63% of the deficit, since \(0.0833/0.1318=0.63\).

## (f) When does the factor 32/(9π) fail?

**Consider light–light collisions, finite heavy mass and a softer force in turn.**

*Light–light collisions.* They add to \(\mathcal L\) an operator \(\gamma\mathcal B\), with strength \(\gamma=n_1a_{11}^2/(na^2)\), where \(a_{11}\) is the light–light contact distance. By the symmetry between a collision and its reverse, \(\langle\boldsymbol\phi\cdot\mathcal B\boldsymbol\phi\rangle\) is a positive multiple of the mean square change of \(\boldsymbol\phi(\mathbf v_1)+\boldsymbol\phi(\mathbf v_2)\), weighted by collision rate. It is never negative, and it vanishes for \(\boldsymbol\phi\propto\mathbf v\) because momentum is conserved.

Let \(\mathcal K=\mathcal L+\gamma\mathcal B\), which is symmetric and positive on these functions, and let \(\mathcal K\boldsymbol\phi_*=\mathbf v\). For any trial \(\boldsymbol\phi\),

\[
2\langle\mathbf v\cdot\boldsymbol\phi\rangle-\langle\boldsymbol\phi\cdot\mathcal K\boldsymbol\phi\rangle
=3D-\langle(\boldsymbol\phi-\boldsymbol\phi_*)\cdot\mathcal K(\boldsymbol\phi-\boldsymbol\phi_*)\rangle ,
\]

so \(3D\) is the maximum of the left side. Raising \(\gamma\) can only lower that maximum. The choice \(\boldsymbol\phi=c\mathbf v\) gives \(3D_1\) at any \(\gamma\). With \(n\) held fixed,

\[
D_1\le D(\gamma)\le\tfrac13\,l\langle v\rangle .
\]

Light–light collisions push the gas towards the drifting Maxwell distribution that the first approximation assumes. At order \(N=20\), \(D/D_1\) is 1.131, 1.121, 1.074, 1.017 and 1.000 for \(\gamma=0\), 0.1, 1, 10 and \(10^5\).

*Finite heavy mass.* For a trace species the ratio \(D_{20}/D_1\), with both values taken at the same mass ratio, is 1.102 at \(M/m=10\) and 1.019 at \(M/m=1\). The large factor belongs to light molecules among heavy ones.

*Other central forces.* If the deflection is \(\chi\), the direction after a collision averages to \(\cos\chi\) times the old one. Then \(\mathcal L\boldsymbol\phi=\nu(v)\boldsymbol\phi\), with \(\nu=nv\sigma_{\rm tr}(v)\). Repeating (b) and (c) gives

\[
\frac D{D_1}=\frac{\langle v^2/\nu\rangle\langle v^2\nu\rangle}{\langle v^2\rangle^2}\ge1 .
\]

Equality holds when \(\nu\) does not depend on speed. For a repulsion \(C/r^{12}\) at energy \(E\), the one length in the problem is \((C/E)^{1/12}\). Hence \(\sigma_{\rm tr}\propto E^{-1/6}\propto v^{-1/3}\) and \(\nu\propto v^{2/3}\), so

\[
\frac D{D_1}=\frac{\langle v^{4/3}\rangle\langle v^{8/3}\rangle}{\langle v^2\rangle^2}
=\frac{\Gamma(\frac{13}6)\Gamma(\frac{17}6)}{\Gamma(\frac52)^2}=1.056 .
\]

This softness removes more than half of the hard-sphere excess.

## (g) What are the numbers for hydrogen in a heavy chloride vapour?

**Take a trace of H₂ at 450 K and 1 Torr in undiluted vapour of molecules of 360 u, with \(a=0.45\) nm. Find \(D\) and \(D_1\), and size the neglected effects.**

The mass is close to that of tantalum pentachloride, and the contact distance is a rough value. The ideal-gas law gives \(n=p/kT=2.146\times10^{16}\ \mathrm{cm^{-3}}\), and \(\pi a^2=6.36\times10^{-15}\ \mathrm{cm^2}\). Thus

\[
l=\frac{1}{(2.146\times10^{16})(6.36\times10^{-15})}\ \mathrm{cm}=7.33\times10^{-3}\ \mathrm{cm}.
\]

The mean speed is \(2.174\times10^5\) cm/s, so

\[
D=\tfrac13(7.33\times10^{-3})(2.174\times10^5)\approx531\ \mathrm{cm^2/s},
\]
\[
D_1=\frac{531}{1.132}\approx469\ \mathrm{cm^2/s}.
\]

In SI units \(D\) is 0.053 m²/s. The first approximation is 12% below the exact model value.

*Small corrections.* The mass ratio is 179. Recoil raises \(D\) by 0.28% at first order, as \(\sqrt{1+m/M}\) requires, and by about 0.1% at order 20. Energy exchange takes of order \(M/2m\), or roughly a hundred, collisions. Diffusion across a 10 mm gap takes of order \((10/0.0733)^2\approx2\times10^4\), so away from the walls the speeds stay close to Maxwellian. One per cent of H₂ with \(a_{11}=0.30\) nm has \(\gamma=(0.01/0.99)(0.30/0.45)^2=0.0045\), which lowers \(D\) by 0.05%. The density parameter is \(na^3=2\times10^{-6}\). The free path is 0.7% of the gap, so wall effects should be of the order of a per cent.

*Quantum scattering.* At speed \(s\) the wave number \(\kappa=mv/\hbar\) satisfies \(\kappa a=19.5\). For phase shifts \(\delta_q\), the partial-wave amplitude is \(\kappa^{-1}\sum_q(2q+1)e^{i\delta_q}\sin\delta_q\,P_q(\cos\chi)\). Weighting its square by \(1-\cos\chi\) couples neighbouring waves, and the sum reduces to

\[
\sigma_{\rm tr}=\frac{4\pi}{\kappa^2}\sum_q(q+1)\sin^2(\delta_q-\delta_{q+1}).
\]

For a hard sphere \(\tan\delta_q=j_q(\kappa a)/y_q(\kappa a)\), since the wave vanishes at contact. The Maxwell average lowers \(D\) by 2.7% and leaves \(D/D_1=1.123\).

*Attraction.* Surround the core by a square well of depth \(\varepsilon/k=150\) K and radius \(R=1.5a\), both rough. Inside, the speed grows by the factor \(\eta=\sqrt{1+\varepsilon/E}\). Conservation of angular momentum gives the angles to the normal: \(\sin\alpha=b/R\) outside the edge, \(\sin\beta=b/(\eta R)\) inside it, and \(\sin\theta=b/(\eta a)\) at the core. Each crossing of the edge bends the path by \(\alpha-\beta\). The deflection is \(\pi-2(\alpha-\beta)-2\theta\) if \(b<\eta a\), and \(2(\alpha-\beta)\) in magnitude otherwise. With \(a\) unchanged, \(D\) falls by about a sixth, to roughly 440 cm²/s, and \(D/D_1\) falls to 1.068.

This square well therefore moves \(D\) by more than the difference between the exact and first-order formulas. The contact distance matters as much: since \(D\propto a^{-2}\), a 10% larger \(a\) lowers \(D\) by 17%. The value 531 cm²/s is an estimate for a hard-sphere model. The factor 1.13 also belongs to that model: the softer repulsion in (f) gave 1.056 and the square well 1.068. A force that is both soft and attractive can bring the factor closer still to one.

The trace assumption fails if the vapour is instead carried in an excess of hydrogen. At nine H₂ molecules per heavy one, \(\gamma=9(0.30/0.45)^2=4\). The values in (f) then place \(D/D_1\) between 1.017 and 1.074 for fixed hard spheres. Rotation of the molecules, inelastic collisions, chemical reaction and the non-spherical shape of the chloride are outside all these estimates. The remaining figures are in the numerical output below.

## Values computed for the example and the checks

```
exact D / (l s): 0.531923
first approximation D1 / (l s): 0.469993
ratio 32/(9 pi): 1.131768
trajectory D / (l s): 0.5328, standard error 0.0018
collision-matrix D_N/D1, N = 1: 1.000000
collision-matrix D_N/D1, N = 2: 1.083333
collision-matrix D_N/D1, N = 3: 1.106771
collision-matrix D_N/D1, N = 5: 1.121521
collision-matrix D_N/D1, N = 10: 1.128924
collision-matrix D_N/D1, N = 20: 1.131017
ratio for speed-independent rate: 1.000000
r^-12 cross-section speed exponent: -0.3333
ratio D/D1 for r^-12 repulsion: 1.0562
D_20/D_1 at heavy/light mass ratio 1: 1.01895
D_20/D_1 at heavy/light mass ratio 10: 1.10164
D_20/D1, light-light strength 0: 1.13102
D_20/D1, light-light strength 0.1: 1.12062
D_20/D1, light-light strength 1: 1.07433
D_20/D1, light-light strength 10: 1.01676
D_20/D1, light-light strength 100000: 1.00000
temperature: 450 K
pressure: 1.0 Torr
contact distance: 0.45 nm
H2 mass: 2.0157 u
heavy mass: 360 u
mass ratio heavy/light: 178.6
number density: 2.1459e+16 cm^-3
mean free path: 73.25 um
mean speed: 2174.1 m/s
Lorentz diffusivity: 530.9 cm^2/s
first-approximation diffusivity: 469.1 cm^2/s
recoil shift of D at order 1: 0.280 %
recoil shift of D at order 10: 0.130 %
recoil shift of D at order 20: 0.113 %
H2 mole fraction for sizing: 0.01
H2-H2 contact distance: 0.30 nm
light-light strength: 0.00449
light-light shift of D: -0.0461 %
wave number times contact distance at s: 19.46
quantum shift of D: -2.74 %
quantum hard-sphere D/D1: 1.1226
well depth / k: 150 K, range 1.5 a
attraction shift of D: -16.5 %
square-well D/D1: 1.0680
density parameter n a^3: 1.96e-06
wall gap: 10 mm, path/gap: 0.00733
```
